# Epitaxial rotation of a weakly modulated adsorbed layer

A triangular layer lies on a crystal surface of sixfold symmetry whose lattice constant does not quite fit its own. We ask at which angle the layer prefers to lie.

The layer is a harmonic crystal with one site per cell, cell area $A$, no internal stress and a fixed lattice constant. The substrate is rigid, the temperature is zero, and displacements lie in the plane. The substrate potential per layer cell is $U(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, where the sum runs over the six shortest substrate reciprocal vectors, $|V_{\mathbf G}|=V$ and $V_{-\mathbf G}=V_{\mathbf G}^*$. The constant term is dropped.

Near each $\mathbf G$ lies a layer reciprocal vector $\boldsymbol\tau$, turned from $\mathbf G$ by the orientation angle $\theta$. Define

$$z=\frac{|\boldsymbol\tau|}{|\mathbf G|},\qquad \mathbf q=\mathbf G-\boldsymbol\tau .$$

When both vectors belong to the first shells, $z$ is the substrate lattice constant divided by that of the layer.

## (a) Find the energy per cell to second order in $V$.

**Solution.** The site $\mathbf R$ moves to $\mathbf R+\mathbf u_{\mathbf R}$. To first order in $\mathbf u$, the potential energy per cell is

$$\Big\langle\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf R}\,(1+i\mathbf G\cdot\mathbf u_{\mathbf R})\Big\rangle ,$$

where the brackets denote the average over sites. In an incommensurate layer no $\mathbf G$ is a layer reciprocal vector, so $\langle e^{i\mathbf G\cdot\mathbf R}\rangle=0$ and the undistorted layer gains nothing at any angle.

The force has the wave vectors $\mathbf G$, so we write $\mathbf u_{\mathbf R}=\sum_{\mathbf G}\mathbf u_{\mathbf G}e^{i\mathbf G\cdot\mathbf R}$ with $\mathbf u_{-\mathbf G}=\mathbf u_{\mathbf G}^*$. Let $D(\mathbf k)$ be the real symmetric force-constant matrix of the layer. Since the six $\mathbf G$ are inequivalent with respect to the layer lattice, they do not mix, and

$$E=\tfrac12\sum_{\mathbf G}\mathbf u_{\mathbf G}^*\cdot D(\mathbf G)\,\mathbf u_{\mathbf G}+\sum_{\mathbf G}iV_{\mathbf G}\,\mathbf G\cdot\mathbf u_{\mathbf G}^* .$$

We differentiate with respect to $\mathbf u_{\mathbf G}^*$. The elastic terms of $\mathbf G$ and $-\mathbf G$ both contain it, which cancels the factor $\tfrac12$:

$$D(\mathbf G)\mathbf u_{\mathbf G}+iV_{\mathbf G}\mathbf G=0\quad\Rightarrow\quad \mathbf u_{\mathbf G}=-iV_{\mathbf G}D(\mathbf G)^{-1}\mathbf G .$$

Inserted into $E$, the elastic term gives $+\tfrac12$ and the potential term $-1$ times $\sum_{\mathbf G}|V_{\mathbf G}|^2\,\mathbf G\cdot D^{-1}\mathbf G$. Hence

$$E_2=-\tfrac12\sum_{\mathbf G}|V_{\mathbf G}|^2P_{\mathbf G},\qquad P_{\mathbf G}=\mathbf G\cdot D(\mathbf G)^{-1}\mathbf G .$$

Because $e^{i\boldsymbol\tau\cdot\mathbf R}=1$ on every site, $D(\mathbf G)=D(\mathbf q)$. The layer responds at the small wave vector $\mathbf q$, while the force keeps the direction of $\mathbf G$. This difference of directions makes rotation possible.

The expansion requires $|\mathbf G\cdot\mathbf u|\ll1$. A pair $\pm\mathbf G$ gives a phase of amplitude $2VP$, and the other pairs add phases of the same order, so the condition is $2VP\ll1$.

As a test, a periodic lattice of $12\times12$ sites with unit spacing and unit nearest-neighbour springs was relaxed in real space on a substrate with $V=10^{-6}$. Its energy was 0.9999 times $E_2$.

## (b) Express $E_2$ through the elastic constants when $|\mathbf q|$ is small.

**Solution.** At long wavelength a triangular lattice is elastically isotropic, with Lamé constants $\lambda$ and $\mu$. Put $\kappa_L=(\lambda+2\mu)A$ and $\kappa_T=\mu A$. A displacement along $\mathbf q$ costs $\kappa_Lq^2$ and one across it $\kappa_Tq^2$, so

$$P=\frac{(\mathbf G\cdot\mathbf q)^2}{\kappa_Lq^4}+\frac{(\mathbf G\times\mathbf q)^2}{\kappa_Tq^4}.$$

With $c=\cos\theta$, the geometry gives

$$\mathbf G\cdot\mathbf q=G^2(1-zc),\quad |\mathbf G\times\mathbf q|=G^2z|\sin\theta|,\quad q^2=G^2(1+z^2-2zc).$$

By symmetry the six vectors contribute equally. With $\eta=\kappa_L/\kappa_T=(\lambda+2\mu)/\mu$, the squared ratio of longitudinal to transverse sound speed,

$$E_2=-\frac{3V^2}{\kappa_L}\,g,\qquad g=\frac{N}{S^2},$$

$$N=(1-zc)^2+\eta z^2(1-c^2),\qquad S=1+z^2-2zc .$$

Two effects compete. Turning the layer makes the modulation partly transverse, which is softer and raises $N$. It also lengthens $\mathbf q$, which stiffens the response and raises $S$.

A higher substrate shell does not alter this competition while its own $\mathbf q$ remains small. Its $\mathbf G$, $\boldsymbol\tau$ and $\mathbf q$ are those of the first shell turned and stretched together, and $g$ depends only on their relative lengths and angles. Each shell adds the same function of $\theta$ with a different weight.

## (c) Find the orientation of lowest energy.

**Solution.** The energy is lowest where $g$ is largest. Differentiate with respect to $c$:

$$\frac{dN}{dc}=-2z(1-zc)-2\eta z^2c,\qquad \frac{dS}{dc}=-2z .$$

With $x=zc$, the quotient rule gives

$$\frac{dg}{dc}=\frac{N'S-2NS'}{S^3}=-\frac{2z}{S^3}\Big\{[1+(\eta-1)x]\,S-2N\Big\}.$$

The two parts of the brace are

$$[1+(\eta-1)x]S=1+z^2-2x+(\eta-1)(1+z^2)x-2(\eta-1)x^2,$$

$$2N=2-4x+2\eta z^2-2(\eta-1)x^2 .$$

The quadratic terms cancel in the difference, which leaves $bx-a$ with

$$a=1+(2\eta-1)z^2,\qquad b=(\eta+1)+(\eta-1)z^2 .$$

Therefore

$$\frac{dg}{dc}=\frac{2z\,(a-bzc)}{S^3}.$$

A stable layer has $\lambda+\mu>0$, so $\eta>1$ and $a,b>0$. The slope is positive below $c=a/(zb)$ and negative above it. If this value is less than 1, it is the one maximum of $g$:

$$\boxed{\cos\theta^*=\frac{1+(2\eta-1)z^2}{z\,[(\eta+1)+(\eta-1)z^2]}}$$

Otherwise $g$ rises up to $c=1$, and the aligned layer, $\theta^*=0$, is lowest. Since only $\cos\theta$ enters, $+\theta^*$ and $-\theta^*$ have equal energy, and both kinds of domain can occur.

## (d) When does the layer rotate, by how much at small misfit, and what does it gain?

**Solution.** Rotation requires $zb-a>0$. Multiplying out,

$$zb-a=(\eta-1)z^3-(2\eta-1)z^2+(\eta+1)z-1=(1-z)^2\,[(\eta-1)z-1].$$

For $z\neq1$ the condition is $(\eta-1)z>1$. Since $\eta-1=(\lambda+\mu)/\mu$, this means $\lambda>\mu(1/z-1)$. At small misfit it becomes $\eta>2$, or $\lambda>0$. At finite misfit the two conditions differ. Direct minimisation of the energy in (b) gives an aligned layer for $\eta=2.05$, $z=0.94$, and a rotation of $0.268^\circ$ for $\eta=1.97$, $z=1.05$, in agreement with the formula.

For the size of the angle, divide the factorised expression by $zb$:

$$1-\cos\theta^*=\frac{(1-z)^2[(\eta-1)z-1]}{zb}.$$

As $z\to1$, $b\to2\eta$ and the left side tends to $\theta^{*2}/2$. With $\delta=|1-z|$,

$$\theta^*\simeq\delta\sqrt{1-2/\eta}.$$

In this limit $\mathbf q$ has the component $G\delta$ along $\mathbf G$ and $G\theta$ across it. It is turned from the line of $\mathbf G$ by $\psi$, with $\tan\psi=\theta^*/\delta=\sqrt{1-2/\eta}$. A small rotation of the layer thus gives a large rotation of the modulation pattern. For unstressed nearest-neighbour springs, $\lambda=\mu$ and $\eta=3$, so $\theta^*=\delta/\sqrt3$ and $\psi=30^\circ$. For $\eta\to\infty$, $\psi$ tends to $45^\circ$.

For the gain, put $x=a/b$ into $S$:

$$S^*=\frac{(1+z^2)b-2a}{b}=\frac{(\eta-1)(1-z^2)^2}{b}=\frac{q^{*2}}{G^2}.$$

Stationarity says $2N=[1+(\eta-1)x]S$, so $g^*=[1+(\eta-1)x]/(2S^*)$. The bracket equals $[b+(\eta-1)a]/b=2\eta[1+(\eta-1)z^2]/b$, and

$$g^*=\frac{\eta\,[1+(\eta-1)z^2]}{(\eta-1)(1-z^2)^2}.$$

The aligned layer has $g_0=1/(1-z)^2$. The relative gain is

$$\frac{g^*}{g_0}-1=\frac{\eta[1+(\eta-1)z^2]-(\eta-1)(1+z)^2}{(\eta-1)(1+z)^2}=\frac{[(\eta-1)z-1]^2}{(\eta-1)(1+z)^2}.$$

It vanishes quadratically at the onset. Near the onset the energy is therefore nearly flat in $\theta$, and small neglected terms can shift the angle noticeably.

The continuum form of $D$ also limits the result. In the discrete spring lattice with $\eta=3$, misfits $1-z$ of 0.04, 0.02 and 0.01 give $1.3225^\circ$, $0.6603^\circ$ and $0.3304^\circ$. The formula gives $1.3126^\circ$, $0.6592^\circ$ and $0.3302^\circ$. The difference, relative to the formula, falls from 0.8% to below 0.1%.

## (e) Let all $V_{\mathbf G}$ equal a real number $v$. In which direction does the first nonlinear correction move the angle?

**Solution.** The next term of the potential is $-\tfrac12v\sum_{\mathbf G}\langle e^{i\mathbf G\cdot\mathbf R}(\mathbf G\cdot\mathbf u)^2\rangle$. At order $v^3$ it may be evaluated with the linear displacements, because the second-order energy is stationary there and a change of $\mathbf u$ enters only at order $v^4$.

The average survives when three wave vectors add to zero. For each $\mathbf G$ the partners are the vectors at $\pm120^\circ$, in two orders. Let $H=\mathbf G\times(D^{-1}\mathbf G)$. The responses of the partners, projected on $\mathbf G$, are $-\tfrac12P\mp\tfrac{\sqrt3}{2}H$, with product $\tfrac14(P^2-3H^2)$. The two factors $-iv$ in the displacements give $-v^2$, so

$$E_3=\tfrac12v^3\cdot6\cdot2\cdot\tfrac14(P^2-3H^2)=\tfrac32v^3(P^2-3H^2).$$

At small misfit put $t=\tan^2\psi=\theta^2/\delta^2$. Resolving $\mathbf G$ along and across $\mathbf q$ gives

$$P=\frac{1+\eta t}{\kappa_L\delta^2(1+t)^2},\qquad |H|=\frac{(\eta-1)\sqrt t}{\kappa_L\delta^2(1+t)^2}.$$

Hence $P^2-3H^2$ is proportional to $[(1+\eta t)^2-3(\eta-1)^2t]/(1+t)^4$. The sign of its slope is that of

$$[2\eta(1+\eta t)-3(\eta-1)^2](1+t)-4[(1+\eta t)^2-3(\eta-1)^2t].$$

At the linear optimum $t=1-2/\eta$. With $m=\eta-1$ this means $1+\eta t=m$, $t=(m-1)/(m+1)$ and $1+t=2m/(m+1)$. The expression becomes

$$\frac{2m^2(2-m)}{m+1}-\frac{8m^2(2-m)}{m+1}=-\frac{6m^2(2-m)}{m+1}.$$

For $2<\eta<3$ it is negative. A substrate of isolated deep wells ($v<0$) then has an $E_3$ that rises with $\theta$, which reduces the angle. Isolated high hills ($v>0$) increase it. For $\eta>3$ the directions are reversed, and at $\eta=3$ this leading shift vanishes.

## (f) Evaluate the rotation for graphene on hexagonal boron nitride.

**Solution.** Rough typical parameters are lattice constants 0.2460 nm for the layer and 0.2504 nm for the substrate, $\lambda=330$ eV/nm², $\mu=950$ eV/nm² and $V=2$ meV per cell. Graphene has two atoms per cell; here it is treated as an elastic sheet, without relative motion of its sublattices. The boron nitride surface has only threefold symmetry, so its $V_{\mathbf G}$ may be complex, but $E_2$ contains only $|V_{\mathbf G}|$.

With $A=0.05241$ nm², $\kappa_L=116.87$ eV and $\kappa_T=49.79$ eV. Thus $\eta=2.347$, $z=1.0179$ and $(\eta-1)z=1.371$. The layer rotates, but it is not far from the onset. With $b=2.347+1+1.347\times1.036=4.743$,

$$1-\cos\theta^*=\frac{(0.01789)^2\times0.3715}{1.0179\times4.743}=2.46\times10^{-5},$$

so $\theta^*=7.02\times10^{-3}$ rad $=0.40^\circ$. The small-misfit estimate gives $0.39^\circ$.

The wave vector is $q=0.557$ nm⁻¹, turned by $21.8^\circ$. The moiré period is $4\pi/(\sqrt3\,q)=13.0$ nm, against 14.0 nm in the aligned layer.

To second order in $V$, the energy per cell falls from $-0.3210$ to $-0.3290$ meV. The gain is 8.1 µeV, or 2.5% of the aligned energy. It equals $k_BT$ at 300 K for about 3200 cells, a flake of side 13 nm. This is only a scale, since such a flake holds about one moiré period and its edges cannot be neglected. For a flake of 1 µm², with $1.9\times10^7$ cells, the gain is about 150 eV.

## (g) How far do the neglected effects move this angle?

**Solution.** The weakness parameter is $2VP=0.11$. Full nonlinear relaxation of the moiré cell, with the other assumptions kept, gives $0.36^\circ$ for deep wells and $0.43^\circ$ for high hills. The directions agree with (e), since $\eta<3$. The energy gained by rotation is more sensitive than the angle: it is a little over half the second-order value for deep wells and about one and a half times that value for high hills. At one hundredth of $V$, with deep wells, the relaxation returns $0.402^\circ$. At $V/10$ the part of the energy odd in $v$ is 0.9999 times $E_3$.

The angle also depends on the elastic constants. Halving $\lambda$ at fixed $\mu$, $z$ and $V$ lowers the linear angle to $0.30^\circ$. If the top substrate layer can also relax, the compliances of the two sheets add, to leading order in the misfit. For a free boron nitride layer with roughly $\lambda=350$ and $\mu=780$ eV/nm², the effective $\eta$ is 2.40, which raises the small-misfit estimate from $0.39^\circ$ to $0.42^\circ$. At finite misfit the force on the substrate layer points along $\boldsymbol\tau$ rather than $\mathbf G$. For equal force amplitudes the rise is then smaller, from $0.40^\circ$ to about $0.41^\circ$; the $0.426^\circ$ in the output, which puts the effective $\eta$ into the single-layer formula, overstates it. This is a linear estimate. The softer pair also responds more nonlinearly, and for deep wells at this $V$ that lowers the angle by more than the change of $\eta$ raises it. In a crystal this layer is held by those below it.

Other effects are smaller. If the lattice constant is free, the layer stretches by $1.4\times10^{-4}$, which removes 0.8% of the misfit. In-plane thermal and zero-point motion at 300 K, estimated from sound waves shorter than the modulation, multiplies $E_2$ by 0.988. Height fluctuations are not included; for a potential that decays exponentially with height they act the other way and can be the larger effect. A factor common to all angles does not change $\theta^*$. The in-plane factor depends weakly on $\theta$ through its lower cutoff $q$, which moves the angle by only about $0.001^\circ$.

Out-of-plane relaxation needs more care. Suppose that the amplitude decays with height $h$ as $e^{-Gh}$. The vertical force amplitude is then $GV$, and an interlayer modulus of 37 GPa over 0.335 nm gives a stiffness $k_z\approx36$ eV/nm² per cell. The energy $-3(GV)^2/k_z=-0.28$ meV is comparable with the in-plane energy. It depends on $\theta$ only through the bending stiffness, and for 1.4 eV its change on rotation is 0.2% of the rotation gain. At third order, height and in-plane displacements couple. Take real $V_{\mathbf G}=v$ and neglect bending and the stretching caused by tilt. The height amplitudes are then all $Gv/k_z$, and the responses of the two partners in (e), projected on $\mathbf G$, add to $-P$. The mixed term is therefore $6v^3G^2P/k_z$. Like $E_2$ it is proportional to $P$, so it changes the depth of the minimum but not its angle. Higher orders can still move the angle; they have not been computed here.

For these parameters the model therefore gives a preferred angle of a few tenths of a degree, not a second significant figure. It does not settle whether the real system has this minimum, because the joint relaxation of graphene and a thick boron nitride crystal, in the plane and in height, is not included and could favour alignment. In an assembled device the angle is set first by how the flake is placed. The flake can approach the computed minimum only if it is free to turn, and edges, contamination or a second boron nitride crystal on top add torques absent from this model. Their effect is not bounded by the numbers above. The numerical output below lists the values used.

## Table of computed values

```
Continuum tests: eta, z, minimised angle, formula angle (deg)
   1.50  1.02   0.0000   0.0000
   2.05  0.94   0.0000   0.0000
   1.97  1.05   0.2676   0.2676
   3.00  0.95   1.6367   1.6367
  11.00  0.90   5.3904   5.3904
Spring lattice (eta = 3): misfit, lattice angle, continuum angle (deg)
   0.04   1.3225   1.3126
   0.02   0.6603   0.6592
   0.01   0.3304   0.3302
Relaxed / linear-response energy, spring lattice: 0.999908
Example: graphene on hexagonal boron nitride, rough parameters
Layer, substrate lattice constants: 0.2460, 0.2504 nm
lambda, mu of layer: 330, 950 eV/nm^2
Amplitude V: 2.00 meV per cell; cell area 0.05241 nm^2
kL, kT: 116.87, 49.79 eV; G: 28.974 1/nm
z: 1.01789; eta: 2.3474; onset value (eta-1)z: 1.3715
Rotation angle, formula: 0.4020 deg
Small-misfit estimate: 0.3942 deg
Modulation wave vector q: 0.5574 1/nm; turned by 21.79 deg
Moire period rotated: 13.02 nm
Moire period aligned: 14.00 nm
Energy aligned, rotated: -0.32095, -0.32902 meV per cell
Gain by rotation: 8.072 ueV per cell; relative 0.02515
Cells for gain = kT at 300 K: 3203; flake side 13.0 nm
Weakness parameter 2 V P: 0.1097
Largest displacement, nonlinear: 6.946 pm
Nonlinear / linear energy at formula angle: 1.0112
Odd energy part / cubic formula at V/10: 0.99992
Nonlinear angle at V/100: 0.4017 deg
Nonlinear angle, V_G < 0 (deep wells): 0.3628 deg
Nonlinear angle, V_G > 0 (high hills): 0.4270 deg
Substrate layer lambda, mu: 350, 780 eV/nm^2
Free top substrate layer: eta 2.4020, angle 0.4261 deg
Angle with lambda halved: 0.3025 deg
Strain if lattice constant is free: 1.394e-04; over misfit 0.0078
Mean square phase at 300 K: 0.0122; energy factor 0.9879
Bending 1.4 eV, c33 37 GPa, layer spacing 0.335 nm
Out-of-plane energy: -0.2788 meV per cell
Its change on rotation / rotation gain: 1.71e-03
```
